# The Lany-Zunger Correction: Induced Quadrupole and Potential Alignment in Cubic Supercells

## A charge in a spherical cell

Place a point charge $q$ at the centre of a sphere of radius $R_s$ and volume $\Omega=4\pi R_s^3/3$, filled with a linear medium of dielectric constant $\varepsilon$. A uniform background of density $-q/\Omega$ makes the sphere neutral. This is a simplified picture of one cell in a periodic calculation of a charged defect. Gaussian units are used until the silicon example.

The external charge within radius $r$ is $q(1-r^3/R_s^3)$, so Gauss's law gives the radial field

$$E(r)=\frac{q}{\varepsilon}\left(\frac1{r^2}-\frac{r}{R_s^3}\right). \tag{1}$$

It vanishes at the boundary. Integrating $E=-d\phi/dr$ gives

$$\phi(r)=\frac q\varepsilon\left[\frac1r+\frac{r^2}{2R_s^3}+k\right]. \tag{2}$$

Periodic calculations usually set the cell average of the electrostatic potential to zero. The same convention here fixes $k$:

$$0=\frac{3}{R_s^3}\int_0^{R_s}\!r^2\left[\frac1r+\frac{r^2}{2R_s^3}+k\right]dr=\frac{3}{2R_s}+\frac{3}{10R_s}+k,\qquad k=-\frac{9}{5R_s}. \tag{3}$$

The electrostatic energy in a linear medium is $\frac12\int\rho_{\rm ext}\phi$, where $\rho_{\rm ext}$ is the point charge plus the background. The background contributes nothing, because it is uniform and $\phi$ has zero mean. At the point charge, the term $q/(\varepsilon r)$ is the same as for an isolated defect, and the $r^2$ term vanishes. What remains is $k$, so

$$E_{\rm iso}-E_{\rm per}=-\frac{q^2k}{2\varepsilon}=\frac{9q^2}{10\,\varepsilon R_s}. \tag{4}$$

This is the leading periodic-charge correction, to be added to the cell energy.

Now look at the edge of the cell, which a calculation might take for undisturbed bulk. From (2) and (3),

$$\phi(R_s)=\frac{q}{\varepsilon R_s}\left(1+\frac12-\frac95\right)=-\frac{3q}{10\,\varepsilon R_s}. \tag{5}$$

The potential there is not zero. Charging the defect to $q>0$ removes $q/e$ electrons and places them in a reservoir whose energy is referred to the host bands. If the bands are located from the cell edge, each electron's reference energy shifts by $-e\phi(R_s)$, and the formation energy gains the alignment term

$$q\,\Delta V=-q\,\phi(R_s)=\frac{3q^2}{10\,\varepsilon R_s}. \tag{6}$$

This is one third of (4). Adding both (4) and (6) would count that third twice. A scheme that aligns to the cell edge must therefore use an image correction reduced by one third. The Lany-Zunger approximation supplies such a reduction, though it is obtained by another route, through the second moment of the induced charge.

## The periodic array and the second-moment term

Consider now an sc, fcc or bcc array of supercells with volume $\Omega$, and define $L=\Omega^{1/3}$. Let $\psi(\mathbf r)$ be the zero-average potential, in vacuum, of unit point charges on the lattice with their neutralizing background. Near the origin,

$$\nabla^2\left(\psi-\frac1r\right)=\frac{4\pi}{\Omega}. \tag{7}$$

Since $\nabla^2r^2=6$, a particular solution is $2\pi r^2/(3\Omega)$. The rest is a regular solution of Laplace's equation with the symmetry of the lattice. Cubic symmetry with inversion permits a constant and harmonics of angular momentum $l\ge4$, but none with $l=1,2,3$. Writing the constant as $-\alpha/L$ defines the Madelung constant $\alpha$:

$$\psi(\mathbf r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+(l\ge4). \tag{8}$$

The expansion holds for $r$ smaller than the distance to the nearest lattice point.

Let a localized density $\rho$ have total charge $q$, zero dipole moment and second radial moment $Q=\int r^2\rho\,d^3r$. The name "quadrupole" is customary for $Q$, although it is the trace of the second-moment tensor; the traceless quadrupole vanishes for a density of cubic symmetry. The energy per cell is $\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\psi(\mathbf r-\mathbf r')$, again without a background contribution. With $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$,

$$\iint\rho(\mathbf r)\rho(\mathbf r')|\mathbf r-\mathbf r'|^2=qQ+Qq-0=2qQ. \tag{9}$$

Dropping the $l\ge4$ terms gives

$$E_{\rm iso}-E_{\rm per}=\frac{\alpha q^2}{2L}-\frac{2\pi qQ}{3\Omega}. \tag{10}$$

For a spherical Gaussian $\rho\propto e^{-r^2/2\sigma^2}$ with $\sigma=0.08L$, $Q=3\sigma^2q$. In an sc lattice, where $\alpha=2.83730$, equation (10) gives $1.41865-0.04021=1.37844$ in units of $q^2/L$. A direct reciprocal-space sum gives the same value.

For an external charge in a homogeneous linear medium, the long-range potential is divided by $\varepsilon$. The Lany-Zunger approximation accordingly starts from

$$\Delta E=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi qQ}{3\varepsilon\Omega}. \tag{11}$$

For fixed $Q$ the second term falls as $L^{-3}$. The approximation turns on which $Q$ is inserted.

## The induced charge fills the cell

Assume an isotropic linear response $\varepsilon(k)$ that tends to $\varepsilon$ at small $k$. At a nonzero reciprocal-lattice vector $\mathbf G$, the external density has Fourier component $q$, and the total density has component $q/\varepsilon(G)$. The difference is the induced charge:

$$\rho_{\rm ind}(\mathbf G)=-q\left[1-\frac1{\varepsilon(G)}\right],\qquad \mathbf G\ne0;\qquad \rho_{\rm ind}(0)=0. \tag{12}$$

Define $g(k)=[1-1/\varepsilon(k)]/(1-1/\varepsilon)$, so that $g(0)=1$. In real space this is a screening cloud of unit weight, taken here to be localized. The Fourier sum for $\rho_{\rm ind}$ lacks the term $\mathbf G=0$. Adding and subtracting it gives

$$\rho_{\rm ind}(\mathbf r)=-q\left(1-\frac1\varepsilon\right)\left[\sum_{\mathbf R}g(\mathbf r-\mathbf R)-\frac1\Omega\right]. \tag{13}$$

Charge $-q(1-1/\varepsilon)$ gathers at each defect, and an equal and opposite charge spreads uniformly through the cell. For an isolated defect the latter would sit at the remote surface of the sample. In the supercell it is the medium's response to the background.

Let $\langle r^2\rangle$ be the mean square radius of the Wigner-Seitz cell. The uniform part of (13) has the second moment

$$Q_{\rm ind}=q\left(1-\frac1\varepsilon\right)\langle r^2\rangle. \tag{14}$$

It grows as $L^2$. The localized cloud has a moment independent of $L$ and is dropped at this order. Inserting (14) into (11), with $\Omega=L^3$, gives

$$\Delta E_{\rm LZ}=\frac{\alpha q^2}{2\varepsilon L}-B\left(1-\frac1\varepsilon\right)\frac{q^2}{\varepsilon L},\qquad B=\frac{2\pi}{3}\frac{\langle r^2\rangle}{L^2}. \tag{15}$$

The formally third-order term has become first order in $1/L$. Taking out the leading term,

$$\boxed{\Delta E_{\rm LZ}=\left[1-c\left(1-\frac1\varepsilon\right)\right]\frac{\alpha q^2}{2\varepsilon L},\qquad c=\frac{2B}{\alpha}=\frac{4\pi\langle r^2\rangle}{3\alpha L^2}.} \tag{16}$$

For a cube, each coordinate contributes $L^{-1}\int_{-L/2}^{L/2}x^2dx=L^2/12$. Thus $\langle r^2\rangle=L^2/4$, $B=\pi/6=0.5236$, and $c=0.5236/1.41865=0.369$. The other cells follow by numerical integration:

| Cell | $\alpha$ | $\langle r^2\rangle/L^2$ | $c$ |
|---|---|---|---|
| sc | 2.837 | 0.250 | 0.369 |
| fcc | 2.888 | 0.236 | 0.343 |
| bcc | 2.888 | 0.236 | 0.342 |

For the sphere, $\langle r^2\rangle=3R_s^2/5$, and the second-moment term without its factor $(1-1/\varepsilon)$ is

$$\frac{2\pi q^2}{3\varepsilon\Omega}\,\frac{3R_s^2}{5}=\frac{q^2}{2\varepsilon R_s^3}\,\frac{3R_s^2}{5}=\frac{3q^2}{10\,\varepsilon R_s}. \tag{17}$$

This equals the alignment term (6), so $c=1/3$ for the sphere. For $\varepsilon\gg1$, the bracket in (16) is close to two thirds. For $\varepsilon\to1$ there is no induced charge, and the full vacuum correction returns.

## Why the offset cannot stand alone

The step from (14) to (15) misapplies equation (10). That equation compares one fixed density, first isolated and then periodically repeated. The uniform part of (13) is the response to the background and does not surround the isolated defect, so the comparison is made with the wrong isolated system. The spherical cell shows this exactly. In vacuum, a point charge $q$ and a uniform sphere of charge $q'$ around it interact, when isolated, with energy $3qq'/(2R_s)$, and the cross term of (10) correctly gives $(9/5-3/10)\,qq'/R_s$. The second-moment term $-3/10$ belongs to that isolated sphere of charge, which the isolated defect does not have. In the periodic cell, the actual interaction of the uniform density with a zero-average potential is

$$\frac{q(1-1/\varepsilon)}{\Omega}\int_\Omega\phi\,d^3r=0. \tag{18}$$

With the zero-average convention and no alignment, a point charge in the medium therefore requires the full $\alpha q^2/(2\varepsilon L)$.

A microscopic model separates what is right in the argument from what is not. Put polarizable points on an sc lattice of spacing $a$, and a charge $q$ at a body centre. The polarizability $\chi=3a^3(\varepsilon-1)/[4\pi(\varepsilon+2)]$ gives $\varepsilon=4$ by the Clausius-Mossotti relation. Solving for all the dipoles self-consistently gives supercell energies of $-0.811559$, $-0.797529$ and $-0.790309$ $q^2/a$ for $L=8a$, $12a$ and $16a$. Passing the form

$$E_{\rm per}(L)=E_{\rm iso}-\frac sL+\frac t{L^3} \tag{19}$$

through these three values gives $E_{\rm iso}=-0.768212\,q^2/a$ and $s=0.3558\,q^2$. The full correction predicts $\alpha/(2\varepsilon)=0.3547$; equation (16) alone predicts $0.2565$. The offset on its own is thus refuted in this model.

The uniform induced charge is nevertheless real. Its density near the point farthest from the defect, extrapolated from the two larger cells to remove the effect of finite spacing, is $0.747\,q/\Omega$. Equation (13) gives $1-1/4=0.750$. The charge is where the argument says it is; the energy assigned to it is what needs another justification.

## Alignment restores the missing third

In the spherical cell, the justification was the potential at the edge. In a cubic cell, the far potential varies from place to place and must be averaged over a stated region. Take the region outside the inscribed sphere of radius $R$. The potential is $\phi=q\psi/\varepsilon$. Inside the sphere, (8) applies, and the harmonics with $l\ge4$ integrate to zero over angles. Hence

$$\int_{r<R}\phi\,d^3r=\frac q\varepsilon\left[2\pi R^2-\frac{4\pi R^3}{3}\frac\alpha L+\frac{8\pi^2R^5}{15\,\Omega}\right]. \tag{20}$$

The three terms come from $\int4\pi r\,dr$, the sphere's volume times the constant, and $(2\pi/3\Omega)\int4\pi r^4dr$. Because the integral over the whole cell vanishes, the outside integral is minus this one. Dividing by the outside volume gives the mean

$$\bar\phi_{\rm far}=-A\,\frac{q}{\varepsilon L},\qquad A=\frac{2\pi R^2-\frac{4\pi}{3}\alpha R^3+\frac{8\pi^2}{15}R^5}{1-\frac{4\pi}{3}R^3}, \tag{21}$$

where $R$ in the formula for $A$ is measured in units of $L$. For sc, $R=1/2$ and

$$A=\frac{1.5708-1.4856+0.1645}{0.4764}=0.524. \tag{22}$$

This is very close to $B=\pi/6$. For fcc, $A=0.514$ and $B=0.495$; for bcc, $A=0.500$ and $B=0.494$. The near equality is a numerical property of these cells and this averaging region, not an identity. In the spherical cell, it becomes an equality when the averaging region shrinks to the boundary, as (6) and (17) show.

The alignment term is $q\Delta V=-q\bar\phi_{\rm far}=Aq^2/(\varepsilon L)$. It is positive for either sign of $q$. Added to (15), it gives

$$\Delta E_{\rm LZ}+q\Delta V=\frac{\alpha q^2}{2\varepsilon L}+\left[(A-B)+\frac B\varepsilon\right]\frac{q^2}{\varepsilon L}. \tag{23}$$

This is the condition under which the approximation works: the correction (16) and the far-region alignment belong together. The offset then compensates for the part of the periodic-charge correction that alignment has already supplied.

The bracket in (23) is the remaining error within the continuum model. Relative to the leading term, its second part is $2B/(\alpha\varepsilon)=c/\varepsilon$, which is small for semiconductors with large $\varepsilon$. As $\varepsilon\to1$ it becomes $c$, more than a third in the sc cell: the offset has vanished, but the alignment has not. The combined scheme is thus unsuitable for weakly screening media. Replacing $(1-1/\varepsilon)$ by 1 in (16) would remove the $B/\varepsilon$ part and leave $A-B$.

The dipole lattice bears this out. At $L=16a$, the mean far potential is $-0.1329\,q/L$, against the continuum value $-A/\varepsilon=-0.1310$. The combined correction exceeds the required one by $0.0358\,q^2/L$; equation (23) predicts $0.0329$. At $\varepsilon=4$ this excess is about a tenth of the leading term.

## A doubly charged donor in silicon

Take a donor of charge $+2e$ on a silicon site in a cubic 216-atom cell. With the rough values $a=0.543$ nm and $\varepsilon=11.7$, the cell edge is $L=3a=1.629$ nm. In practical units, $q^2$ becomes $4e^2/(4\pi\varepsilon_0)=4\times1.43996$ eV nm, and the common energy scale is

$$U=\frac{4\times1.43996}{11.7\times1.629}\ \text{eV}=0.3022\ \text{eV}. \tag{24}$$

The leading correction is $1.41865\,U=0.429$ eV. The offset is $-0.5236(1-1/11.7)U=-0.145$ eV, or $-0.34$ of the leading term. The Lany-Zunger correction is their sum, $0.284$ eV.

For the alignment, the model potential is sampled at atomic sites, as a supercell calculation would do. The 93 sites farther than $L/2$ from the donor give $A=0.537$ and $q\Delta V=0.537\,U=0.162$ eV. The total is $0.446$ eV, which exceeds the leading correction by $0.018$ eV. Of this excess, the continuum remainder in (23) accounts for about $0.014$ eV, and the difference between site sampling and the volume average for about $0.004$ eV.

The averaging region matters more. If all 187 sites beyond $0.3L$ are used, the alignment term falls to $0.096$ eV and the total to $0.380$ eV. That is $0.049$ eV below the leading correction, with the cell, charge and $\varepsilon$ held fixed. Sites nearer the donor have a higher potential, and including them weakens the compensation on which (16) relies.

Two electrostatic effects of order $L^{-3}$ have been left out. The first is the weaker screening at short wavelengths. Model it by

$$\frac1{\varepsilon(k)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{k^2}{k^2+\kappa^2}. \tag{25}$$

Multiplying by $4\pi/k^2$ shows that the second part adds the short-range interaction $4\pi(1-1/\varepsilon)/(k^2+\kappa^2)$. The supercell sum omits its $k=0$ term. When $\kappa L\gg1$, that omission is the main difference from the isolated integral, so the correction gains

$$\delta E=\frac{q^2}{2\Omega}\,\frac{4\pi}{\kappa^2}\left(1-\frac1\varepsilon\right). \tag{26}$$

A free-electron estimate with silicon's 32 valence electrons per conventional cell gives $1/\kappa=0.048$ nm and $\delta E=0.018$ eV. It treats the semiconductor as a metal at short range, so only the order of magnitude is meaningful. The omitted $k=0$ term also lowers the far potential, by $4\pi q(1-1/\varepsilon)/(\kappa^2\Omega)$, and the alignment term therefore rises by $2\,\delta E$. Since the required correction rises by only $\delta E$, the excess of the combined scheme grows from $0.018$ eV to about $0.035$ eV. The second effect is the finite extent of the defect's own charge, treated so far as a point. For an assumed rms radius of $0.2$ nm, the second term of (11) lowers the correction by about $0.010$ eV. The alignment term falls by the same amount, so this effect leaves the excess unchanged.

Substitutional sulfur and selenium are real double donors in silicon, and the lattice constant and dielectric constant used here are typical of the material. The example does not compute their formation energies: it omits chemical bonding, atomic relaxation and any error of the electronic-structure method. A real calculation also departs from the model through its own dielectric constant. If that is 10 percent larger than the assumed value, the leading term falls by $0.039$ eV. The constant used in the correction should therefore describe the same response as the supercell calculation. In a polar crystal such as SiC, this means electronic screening if the ions are held fixed, and electronic plus ionic screening if they relax. The coefficients derived here apply to cubic cells with isotropic screening, and so not to the hexagonal polytypes of SiC.

The numerical output below lists the values to more digits.

## Computed values

```
CUBIC CELLS, L = volume^(1/3), dimensionless
sc: alpha = 2.83730, <r^2>/L^2 = 0.2500, c = 0.369
sc: A formula = 0.5241, A on grid = 0.5259, (2pi/3)<r^2>/L^2 = 0.5235
fcc: alpha = 2.88828, <r^2>/L^2 = 0.2363, c = 0.343
fcc: A formula = 0.5142, A on grid = 0.5135, (2pi/3)<r^2>/L^2 = 0.4948
bcc: alpha = 2.88846, <r^2>/L^2 = 0.2356, c = 0.342
bcc: A formula = 0.4998, A on grid = 0.4998, (2pi/3)<r^2>/L^2 = 0.4935
spherical cell: offset / leading term = 1/3
spherical cell: boundary potential / q = -3/(10*R_s)
Gaussian charge, width 0.08 L: E_iso - E_per = 1.378436 q^2/L
Gaussian charge: formula = 1.378436 q^2/L
DIPOLE LATTICE, spacing a, energies in q^2/a
dielectric constant = 4.0
supercell energy, L = 8 a: -0.811559
supercell energy, L = 12 a: -0.797529
supercell energy, L = 16 a: -0.790309
extrapolated isolated energy = -0.768212
1/L coefficient, microscopic = 0.3558 q^2
1/L coefficient, alpha/(2 eps) = 0.3547 q^2
1/L coefficient, Lany-Zunger alone = 0.2565 q^2
far induced charge density = 0.7473 q/volume
expected 1 - 1/eps = 0.7500 q/volume
minus mean far potential, L = 16 a: 0.1329 q/L
continuum value A/eps = 0.1310 q/L
error of Lany-Zunger plus alignment, L = 16 a: 0.0358 q^2/L
predicted error = 0.0329 q^2/L
SILICON, 216-atom cell
a = 0.543 nm (rough), eps = 11.7 (rough), q = +2 e, L = 1.629 nm
e^2/(4 pi eps0) = 1.43996 eV nm
leading periodic-charge correction = 0.4287 eV
induced-quadrupole offset = -0.1447 eV
offset / leading = -0.3375
Lany-Zunger correction = 0.2840 eV
sites beyond L/2: 93, A from these sites = 0.5371
alignment term q dV from these sites = 0.1623 eV
Lany-Zunger plus alignment = 0.4463 eV
excess over leading correction = 0.0176 eV
alignment from 187 sites beyond 0.3 L = 0.0960 eV
sum with that alignment = 0.3800 eV
NEGLECTED EFFECTS, silicon example
Thomas-Fermi screening length = 0.0479 nm
wavevector-dependent screening = 0.0176 eV
bound charge of rms radius 0.2 nm = 0.0095 eV
eps larger by 10 percent lowers leading term by 0.0390 eV
```
